Quantum Lifetime from the Field Dependence of Shubnikov–de Haas Amplitudes

**Problem**

A two-dimensional electron gas has areal density n, one occupied subband, spin-degenerate levels and parabolic mass m. In a perpendicular field B its resistivity ρ_xx oscillates about the zero-field value ρ₀. Write e > 0 for the elementary charge, ω_c = eB/m for the cyclotron frequency and ν = nh/(eB) for the filling factor. The quantum lifetime τ_q is defined by the probability exp(−t/τ_q) that an electron has not been scattered, through any angle, after a time t. The transport time τ_tr is the one that enters the mobility μ = eτ_tr/m.

(a) Find the shape and width of a Landau level, and from them the oscillating density of states.

(b) For ω_cτ_tr ≫ 1 and weak oscillations, find the amplitude A of the oscillation of r = (ρ_xx − ρ₀)/ρ₀ at temperature T.

(c) Show how a straight-line plot gives τ_q. Define a Dingle temperature T_D that describes the damping, and find the lifetime that corresponds to T_D = 1 K.

(d) Analyse the following data, for which m = 0.067 m_e, n = 3.0 × 10¹¹ cm⁻², μ = 1.0 × 10⁶ cm²/Vs and T = 0.5 K. At ν = 30, 31 and 32 the trace has r = −0.2729, 0.2854 and −0.2336. Amplitudes at lower fields are

ν = 37: B = 0.3353 T, A = 0.15088
ν = 44: B = 0.2820 T, A = 0.07598
ν = 52: B = 0.2386 T, A = 0.03407
ν = 62: B = 0.2001 T, A = 0.01222

(e) Explain why τ_q differs from τ_tr, and estimate how far effects left out of the model would move the result.

The data are synthetic. They were computed from an explicit sum over broadened Landau levels, a thermal average and an inversion of the conductivity tensor, with a lifetime that the analysis has to recover.

**Solution**

**(a) Level width and density of states**

The probability of remaining in a state decays as exp(−t/τ_q), so the probability amplitude decays as exp(−t/2τ_q). The distribution of energy ε about the level centre is the Fourier transform of this amplitude:

L(ε) = (1/πħ) Re ∫₀^∞ exp(iεt/ħ − t/2τ_q) dt
= (1/πħ) Re [1/(1/2τ_q − iε/ħ)]
= (1/π) Γ/(ε² + Γ²), with Γ = ħ/(2τ_q).

The level is a Lorentzian, and Γ is its half width at half maximum. The factor 2 in Γ comes from the step from probability to amplitude.

The same integral, written over positive and negative times with exp(−|t|/2τ_q), can be inverted. This gives

∫ L(ε) exp(−ikε) dε = exp(−Γ|k|).

Without a field the density of states, both spins included, is g₀ = m/(πħ²). Each Landau level holds 2eB/h = g₀ħω_c states per unit area, so

g(E)/g₀ = ħω_c Σ_N L(E − (N + ½)ħω_c).

At the Fermi energy many levels lie below, and the sum may be extended to all integers N. The tails added in this way contribute a fraction of about Γ/(πE_F), which is small. The extended sum is periodic in x = E/(ħω_c) with period 1. Its Fourier coefficient is an integral over one period of a sum over all levels, which is the integral of one level over the whole axis:

c_s = ∫ exp[−2πis(ε/ħω_c + ½)] L(ε) dε = (−1)^s exp(−2π|s|Γ/ħω_c).

The sign comes from the ½ in the level energies. Since 2πΓ/(ħω_c) = π/(ω_cτ_q), define

q = exp[−π/(ω_cτ_q)].

Then, adding the terms s and −s,

g/g₀ = 1 + 2 Σ_{s≥1} (−1)^s q^s cos(2πsE/ħω_c).

Weak oscillations mean q ≪ 1, and the first harmonic then dominates.

**(b) From density of states to resistivity**

For ω_cτ_tr ≫ 1 conduction along the electric field is a diffusion of orbit centres. An orbit has radius R_c = v_F/ω_c, and its centre lies at distance R_c from the electron, at right angles to the velocity. A collision turns the velocity by an angle θ while the electron hardly moves. The centre therefore jumps along a chord of length 2R_c sin(θ/2), whose square is

4R_c² sin²(θ/2) = 2R_c²(1 − cos θ).

Let W(θ)dθ be the scattering rate into dθ. Then

1/τ_q = ∫ W dθ, 1/τ_tr = ∫ W(1 − cos θ) dθ.

A random walk in two dimensions has a diffusion constant equal to one quarter of the mean square displacement per unit time:

D₀ = ¼ · 2R_c²/τ_tr = R_c²/(2τ_tr).

In the field the number of final states is changed by the factor g/g₀. By the golden rule the scattering rate changes by the same factor, and so does D. The conductivity contains g once for the carriers and once through D:

σ_xx = e² ∫ (−∂f/∂E) g D dE = e²g₀D₀ ⟨(g/g₀)²⟩,

where f is the Fermi function and the brackets denote the average with weight −∂f/∂E. To fix the prefactor, use E_F = πħ²n/m, so that v_F² = 2E_F/m = 2πħ²n/m². Then

e²g₀D₀ = e² · (m/πħ²) · (2πħ²n/m²)/(2ω_c²τ_tr) = ne²/(mω_c²τ_tr).

The Hall conductivity has magnitude ne/B, much larger than σ_xx in this regime. Inverting the tensor gives

ρ_xx = σ_xx/(σ_xx² + σ_xy²) ≈ σ_xx B²/(n²e²) = [m/(ne²τ_tr)] ⟨(g/g₀)²⟩ = ρ₀⟨(g/g₀)²⟩,

because B²/ω_c² = m²/e². To first order in q the square doubles the oscillation of g:

r ≈ −4q ⟨cos(2πE/ħω_c)⟩.

For the thermal average put E = E_F + k_BTu. The weight is 1/[4cosh²(u/2)], which is even in u, so the part odd in u drops out:

⟨cos(2πE/ħω_c)⟩ = cos(2πE_F/ħω_c) J(k),
J(k) = ∫ e^{iku}/[4cosh²(u/2)] du, k = 2πk_BT/(ħω_c).

The function cosh²(u/2) is unchanged when u increases by 2πi, while e^{iku} is multiplied by e^{−2πk}. A rectangle between the real axis and the line Im u = 2π encloses one pole, at u = iπ. Near it, with u = iπ + z, cosh(u/2) = i sinh(z/2), so the weight is −1/z² plus regular terms, and e^{iku} = e^{−πk}(1 + ikz + …). The residue is −ik e^{−πk}. Hence

(1 − e^{−2πk}) J = 2πi · (−ik e^{−πk}) = 2πk e^{−πk},
J = πk/sinh(πk) = X/sinh X, X = πk = 2π²k_BT/(ħω_c).

The phase follows from E_F/(ħω_c) = πħn/(eB) = ν/2, which makes 2πE_F/(ħω_c) = πν. The result is

r = −A cos(πν), A = 4 (X/sinh X) exp[−π/(ω_cτ_q)].

Apart from a small shift caused by the changing envelope, about 0.01 in ν for the data below, maxima lie at odd ν, where the Fermi energy is at a level centre, and minima at even ν, where it is midway between two levels.

At fixed density it is the chemical potential that adjusts, and it may oscillate. At integer ν, however, the extended ladder is symmetric about the Fermi energy. The number of states below that energy is then the same as for the smooth density of states, so no oscillating shift is needed there. This is a reason to read the trace at integer fillings.

**(c) The straight line and the Dingle temperature**

Divide out the thermal factor and take the logarithm:

ln(A sinh X/X) = ln 4 − (πm/eτ_q)(1/B).

Plotted against 1/B, this is a line with slope −πm/(eτ_q), from which

τ_q = πm/(e|slope|).

The intercept contains no free parameter. A value far from ln 4 shows that some assumption has failed, even if the points look straight.

The Dingle temperature is chosen so that the damping exponent has the form of X with T replaced by T_D:

π/(ω_cτ_q) = 2π²k_BT_D/(ħω_c), so T_D = ħ/(2πk_Bτ_q).

The reason for this choice appears at large X, where X/sinh X → 2X e^{−X} and

A → 8X exp[−2π²k_B(T + T_D)/(ħω_c)].

In the exponent the two temperatures add. The prefactor X contains T alone, so disorder is not equivalent to heating, and T_D is a measure of level width. In the opposite limit, X → 0, the thermal factor tends to 1 and collisions alone damp the oscillation.

With ħ/k_B = 7.638 ps K, a Dingle temperature of 1 K corresponds to

τ_q = 7.638/(2π × 1) ps = 1.216 ps.

So 1 K corresponds to about 1.2 ps. The half width is Γ = πk_BT_D = 0.271 meV and the full width is 0.541 meV. If πk_BT_D were read as the full width instead of the half width, that is, if ħ/(2τ) were set equal to πk_BT_D/2, the time would come out as 2.43 ps. A quoted Dingle temperature therefore needs its convention.

**(d) Analysis of the data**

The amplitude at ν = 31 is half the distance from the maximum to the mean of the neighbouring minima:

A = ½[0.2854 + ½(0.2729 + 0.2336)] = 0.2693.

This combination removes any background linear in ν, and also nearly all of the second harmonic, which has the same phase at every integer ν and a size that changes slowly with ν. The envelope falls by a factor e^{−κ} per unit of ν, and the averaging multiplies A by (1 + cosh κ)/2. The table gives κ ≈ 0.10 at both ends, so the factor is about 1.0025 throughout. A constant factor leaves the slope unchanged.

For T = 0.5 K the thermal argument is X = (0.4922 T)/B. At the two ends of the range:

ν = 31: 1/B = 2.4986 T⁻¹, X = 1.230, X/sinh X = 0.7863
ln(0.26929/0.7863) = −1.0715

ν = 62: 1/B = 4.9972 T⁻¹, X = 2.460, X/sinh X = 0.4235
ln(0.01222/0.4235) = −3.5458

The slope from these two points is

(−3.5458 + 1.0715)/(4.9972 − 2.4986) T = −0.9903 T.

For this mass πm/e = 1.1967 ps T, and so

τ_q = 1.1967/0.9903 ps = 1.208 ps, T_D = 7.638/(2π × 1.208) K = 1.006 K.

A least-squares line through all 32 integer fillings from 31 to 62 gives 1.209 ps, T_D = 1.005 K and a prefactor of 4.05 in place of 4. The data were computed with T_D = 1 K, or 1.216 ps. A second trace, computed with 0.80 ps and otherwise the same inputs, gives 0.799 ps by the same procedure.

The fitted slope exceeds the ideal value 1.197/1.216 = 0.984 T by about half a percent. Two corrections that vary with field account for most of this.

The first comes from higher harmonics, which matter at the high-field end, where q = 0.0855. In (g/g₀)² the product of first and second harmonics is

2(−2q cos φ)(2q² cos 2φ) = −4q³(cos φ + cos 3φ), φ = 2πE/(ħω_c).

It raises the first harmonic by a fraction q² = 0.7 percent. Together with the term −4q³ cos 3φ from the density of states itself, it gives a third harmonic −8q³ cos 3φ. This has thermal argument 3X, and at ν = 31 it adds a further 0.3 percent to A.

The second correction comes from the tensor inversion used for the data. Keeping σ_xx² in the denominator lowers the response of ρ_xx to a small change of σ_xx by a fraction 3(σ_xx/σ_xy)² ≈ 3/(ω_cτ_tr)². With ω_cτ_tr = 20 at the lowest field and 40 at the highest, this is 0.75 and 0.2 percent.

Together these corrections raise the high-field amplitude, relative to the formula, by about 1.6 percent compared with the low-field one. The two end points themselves show 1.5 percent, so smaller terms left out here offset about a tenth of the estimate. Spread over 2.5 T⁻¹, 1.5 percent steepens the line by 0.006 T, the excess of the two-point slope, which is close to the 0.005 T of the fit.

If the thermal factor is not divided out, the fit gives T_D = 1.26 K and τ_q = 0.97 ps. Part of the thermal damping has then been counted as collisions.

**(e) Two lifetimes, and the limits of the result**

The mobility gives τ_tr = μm/e = 38.1 ps, which is 31 times the input τ_q. The definitions in part (b) show how this can happen: a collision through a small angle counts fully in 1/τ_q but only as θ²/2 in 1/τ_tr. Charged donors at a distance d from the electrons produce such collisions. Their potential at wave vector Q is reduced by exp(−Qd), and the rate by exp(−2Qd). For small angles Q ≈ k_Fθ, and with a = 2k_Fd, neglecting the remaining dependence on Q,

τ_tr/τ_q = ∫₀^∞ e^{−aθ} dθ / ∫₀^∞ (θ²/2) e^{−aθ} dθ = (1/a)/(1/a³) = (2k_Fd)².

For d = 20 nm this is 30. Including the Q dependence of static screening, with a relative permittivity of 12.9 and an electron layer of zero thickness, raises it to 42. The screened potential contains a further factor 1/(Q + Q_s), with Q_s the screening wave vector. This factor falls as Q grows and so favours small angles. The donor distance was not used to generate the data. The estimate shows that remote donors placed at random can give a ratio of several tens. If their positions are correlated, scattering through small angles is suppressed and the ratio is lower. The estimate does not fix the two times themselves, which also depend on the number of donors. With static screening, and with as many donors as electrons placed at random at 20 nm, τ_q and τ_tr would be about 0.41 and 17 ps for a layer of zero thickness. These values are sensitive to the width of the layer: a Fang–Howard wave function for this density changes them to about 0.51 and 35 ps and the ratio to about 69. In either case τ_q is well below the 1.2 ps used here. This simple picture therefore illustrates the ratio but does not explain the two lifetimes of the data. Putting τ_tr in place of τ_q would predict a Dingle temperature of only 0.03 K.

The following estimates change one assumption at a time and keep the other inputs and the fitting range fixed. The reference is the fitted value T_D = 1.005 K.

*Density variation.* Suppose the density varies across the sample with a Gaussian relative spread δ. The phase πν then has spread πνδ, and averaging the cosine multiplies A by exp[−(πνδ)²/2]. For δ = 0.5 percent and ν = 62 this factor is 0.62. Its logarithm is −c/B², with c = 0.019 T². A chord of this parabola between 1/B₁ and 1/B₂ has slope −c(1/B₁ + 1/B₂) = −0.14 T and intercept +c/(B₁B₂) = +0.24. Both the apparent damping and the prefactor therefore rise. The fit gives T_D = 1.15 K, τ_q = 1.06 ps and a prefactor of 5.2. The high prefactor is a warning, though not a unique one: the unnoticed heating considered next also raises it, to about 4.6. The downward curvature is a weaker sign, since the points leave the fitted line by less than 2 percent in amplitude.

*Electron heating.* If the electrons are at 0.6 K but the analysis uses 0.5 K, the fit gives T_D = 1.09 K and τ_q = 1.11 ps. Most of the unrecognised 0.1 K is added to T_D, as the exponent at large X suggests.

*Mass.* In a two-band model with gap E_g, E(1 + E/E_g) = ħ²k²/(2m). Differentiation gives ħ²k/(dE/dk) = m(1 + 2E/E_g). Here E is kinetic energy, so only the kinetic part of the subband energy counts. With the Fermi energy of 10.7 meV, a generous 15 meV for the kinetic energy of the motion across the layer and E_g ≈ 1.5 eV, the mass is 3.4 percent larger. This is a rough estimate and not an upper bound, since the isotropic two-band model leaves out other bands and the different effect of motion across the layer on the in-plane mass. Analysing the same amplitudes with this mass gives T_D = 0.96 K and τ_q = 1.27 ps. A mass measured from the temperature dependence of A avoids relying on this estimate.

*Level shape.* If the broadening follows the oscillating density of states self-consistently, instead of staying constant, the fit gives T_D = 1.001 K. For this range of fields the choice between these two hardly matters. A Gaussian level of constant width would behave differently: its damping exponent is proportional to 1/B², so the plot would curve and a fitted line would have an intercept far above ln 4.

*Spin.* Zeeman splitting shifts the two spin ladders by ±½gμ_BB. As a fraction of ħω_c this is ±gm/(4m_e), so the phases shift by ±πgm/(2m_e), and the average multiplies A by cos[πgm/(2m_e)]. For |g| = 0.44 the factor is 0.999. It does not depend on B, so it leaves the slope unchanged. A splitting enhanced by interactions in a field-dependent way would not have this property.

*Chemical potential.* Midway between integer fillings the shift at fixed density is about 0.019 meV at the highest field, estimated without thermal smearing. This is 3 percent of the level spacing of 0.69 meV, and it vanishes at the integer fillings used here.

**Relation to a real structure**

The parameters are rough typical values for a good modulation-doped GaAs/AlGaAs heterostructure at low temperature. Real samples need not have a uniform density. Among the physical effects sized above this one moves the number furthest: an assumed spread of 0.5 percent lowers the apparent lifetime from 1.21 to 1.06 ps. The result describes scattering by disorder at low temperature and cannot be carried over to a transistor at 300 K. There k_BT is about 26 meV. This exceeds the Fermi energy of 10.7 meV, so the formula for a degenerate gas no longer applies. It is also about 37 times the level spacing at 0.4 T, so thermal averaging removes any visible oscillation. In addition, phonons limit the mobility. A rough room-temperature mobility of 8000 cm²/Vs corresponds to a transport time of 0.30 ps, far below the 38 ps of the cold sample.

The method also has a limited field window. At too low a field the oscillation disappears into the noise. At too high a field q is no longer small, the trace ceases to be a single cosine, and the formula for A fails. In the data above ω_cτ_q runs from 0.64 to 1.28, which keeps q below 0.09 while the smallest amplitude is still about 1 percent of ρ₀.

Calculated quantities

```
Lifetime for T_D = 1.0 K: 1.2157 ps
Level half width: 0.2707 meV; full: 0.5414 meV
Time if full width is taken for half: 2.431 ps
Input mass: 0.067 m_e; density: 3.0e+11 cm^-2
Input mobility: 1.0e+06 cm2/Vs; T: 0.5 K
Fermi energy: 10.72 meV
Transport time: 38.1 ps; over tau_q: 31.3
Field range of fit: 0.2001 to 0.4002 T
Cyclotron energy at highest field: 0.692 meV
Dingle factor at highest field: 0.0855
omega_c*tau_q: 0.639 to 1.277
omega_c*tau_tr: 20.0 to 40.0
Table: nu, B (T), 1/B (1/T), A, X, X/sinh X, ln(A sinh X/X)
  31 0.4002 2.4986 0.26929 1.2299 0.7863 -1.0715
  37 0.3353 2.9822 0.15088 1.4679 0.7144 -1.5549
  44 0.2820 3.5464 0.07598 1.7456 0.6285 -2.1129
  52 0.2386 4.1912 0.03407 2.0630 0.5329 -2.7500
  62 0.2001 4.9972 0.01222 2.4597 0.4235 -3.5458
Trace at nu = 30, 31, 32: -0.2729 0.2854 -0.2336
Two-point slope: -0.9903 T; tau_q: 1.208 ps
Two-point T_D: 1.006 K
Fit slope: -0.9895 T; tau_q: 1.209 ps
Fit T_D: 1.0052 K; prefactor: 4.045 (ideal 4)
Largest amplitude error of formula: 1.26 percent
Second case, input 0.80 ps: fit 0.799 ps
No thermal correction: T_D 1.258 K, tau_q 0.967 ps
Density spread 0.5 percent: T_D 1.149 K, tau_q 1.058 ps, prefactor 5.21
Spread factor at lowest field: 0.622
Heating by 0.1 K, unnoticed: T_D 1.093 K, tau_q 1.113 ps
Nonparabolic estimate: gap 1.5 eV, confinement 15 meV
Mass larger by 3.4 percent: T_D 0.958 K, tau_q 1.269 ps
Self-consistent broadening: T_D 1.001 K, tau_q 1.215 ps, prefactor 3.99
Zeeman, |g| = 0.44: amplitude factor 0.99893, T_D change -7.7e-06 K
Chemical potential swing between integers: 0.0188 meV
Finite omega_c*tau_tr, 1/square at lowest field: 0.25 percent
Remote charges at 20 nm: tau_tr/tau_q 42.2; (2 k_F d)^2 30.2
log10 of thermal factor at 300 K, highest field: -317
Transport time at 300 K for 8000 cm2/Vs (rough): 0.30 ps
```
